# Why silicide-to-silicon photoemission rises quadratically above the Schottky barrier: verification in Python

```python
"""Internal photoemission from a silicide into n-type silicon.
Result under test: yield per absorbed photon
    Y = D^2 / (2 w (sqrt(EF+w) + sqrt(Eb))^2)  ~  D^2 / (8 Eb w)
w: photon energy, phi: Schottky barrier above the Fermi level,
EF: depth of the filled free-electron band, Eb = EF + phi, D = w - phi.
An excited electron escapes if its normal energy, measured from the band
bottom, exceeds Eb. Energies in eV, lengths in nm unless stated.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson
from scipy.optimize import minimize_scalar
from scipy.special import expit, spence

# Rough inputs, in the regime of cobalt disilicide on n-type silicon
EF, phi, temperature = 8.0, 0.65, 300.0
photons = np.array([0.75, 0.85, 0.95, 1.05])
gap = 1.12                       # silicon gap, rough
film, path_at_barrier = 10.0, 50.0
field = 1.0e-3                   # V/nm, equal to 10 kV/cm
kappa = 11.7                     # relative permittivity of silicon
m_long, m_trans = 0.92, 0.19     # silicon valley masses / electron mass
lattice, valley_position = 0.543, 0.85
Eb = EF + phi
kT = sc.k * temperature / sc.e
h2m = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # eV nm^2
assert photons.max() < gap
rng = np.random.default_rng(12345)


def integral(func, low, high, **options):
    return quad(func, low, high, epsabs=0, epsrel=1e-7, limit=200,
                **options)[0]


def closed_yield(w):
    return (w - phi)**2 / (2*w*(np.sqrt(EF + w) + np.sqrt(Eb))**2)


def square_law(w):
    return (w - phi)**2 / (8 * Eb * w)


def cone(excess):
    """Share of all directions that escape at energy Eb + excess."""
    return 0.5 * (1 - np.sqrt(Eb / (Eb + excess)))


def yield_from(escape, w):
    return integral(escape, 0, w - phi) / w


def fowler_fit(yields):
    """Barrier and slope from a straight line through sqrt(Y w)."""
    slope, offset = np.polyfit(photons, np.sqrt(yields * photons), 1)
    return -offset / slope, slope


def random_directions(number):
    vectors = rng.standard_normal((number, 3))
    return vectors / np.linalg.norm(vectors, axis=1)[:, None]


# --- Direct count of randomly excited electrons
def count(w, batches=12, size=1_000_000):
    with_direction = without_direction = 0
    for _ in range(batches):
        energy = EF - w * rng.random(size) + w
        nz = random_directions(size)[:, 2]
        toward = nz > 0
        with_direction += np.sum(toward & (energy * nz**2 > Eb))
        without_direction += np.sum(toward & (energy > Eb))
    total = batches * size
    return with_direction / total, without_direction / total


w_low, w_high = photons[1], photons[3]
count_low, free_low = count(w_low)
count_high, free_high = count(w_high)
assert abs(count_low / closed_yield(w_low) - 1) < 0.05
assert abs(count_high / closed_yield(w_high) - 1) < 0.04
log_excess = np.log((w_high - phi) / (w_low - phi))


def exponent(y_low, y_high):
    return np.log(y_high * w_high / (y_low * w_low)) / log_excess


power_direction = exponent(count_low, count_high)
power_free = exponent(free_low, free_high)
assert abs(power_direction - 2) < 0.1
assert abs(power_free - 1) < 0.02
assert abs(free_high / ((w_high - phi) / (2 * w_high)) - 1) < 0.01

# --- Quadrature against closed form, and Fowler plot
cone_yields = np.array([yield_from(cone, w) for w in photons])
assert np.allclose(cone_yields, closed_yield(photons), rtol=1e-6)
assert np.allclose(cone_yields, square_law(photons), rtol=0.03)
barrier_cone, slope_cone = fowler_fit(cone_yields)
assert abs(barrier_cone - phi) < 0.005
assert abs(slope_cone * np.sqrt(8 * Eb) - 1) < 0.03


# --- Finite temperature: Fermi occupation of the initial states
def hot_yield(w):
    D = w - phi
    return integral(lambda x: cone(x) * expit((D - x) / kT),
                    0, max(D, 0) + 40 * kT, points=[max(D, kT)]) / w


def hot_law(w):
    return -kT**2 * spence(1 + np.exp((w - phi) / kT)) / (4 * Eb * w)


for w in (phi, photons[0], photons[2]):
    assert abs(hot_yield(w) / hot_law(w) - 1) < 0.025
far = photons[2] - phi
assert abs(hot_law(photons[2]) * 4 * Eb * photons[2]
           / (far**2 / 2 + np.pi**2 * kT**2 / 6) - 1) < 1e-3
excited = integral(lambda x: expit((photons[0] - x)/kT) * expit(x/kT),
                   -1.0, 2.0, points=[0, photons[0]])
assert abs(excited / photons[0] - 1) < 1e-5
hot_yields = np.array([hot_yield(w) for w in photons])
barrier_hot = fowler_fit(hot_yields)[0]


# --- Quantum reflection at an ideal abrupt step, equal masses
def transmission(normal_excess):
    k1, k2 = np.sqrt(Eb + normal_excess), np.sqrt(normal_excess)
    return 4 * k1 * k2 / (k1 + k2)**2


k_in, k_out = np.sqrt(Eb + 0.1), np.sqrt(0.1)
reflected, passed = np.linalg.solve([[1, -1], [k_in, k_out]], [-1, k_in])
assert abs(k_out / k_in * passed**2 - transmission(0.1)) < 1e-12
assert abs(reflected**2 + transmission(0.1) - 1) < 1e-12


def step_escape(excess):
    # s^2 is the normal energy above the barrier
    return 0.5 * integral(
        lambda s: transmission(s*s) * s
        / np.sqrt((Eb + excess) * (Eb + s*s)), 0, np.sqrt(excess))


tiny = 1e-3
near = yield_from(step_escape, phi + tiny)
near_law = 4 / 15 * tiny**2.5 / ((phi + tiny) * Eb**1.5)
assert abs(near / near_law - 1) < 0.03
near2 = yield_from(step_escape, phi + 2 * tiny)
power_near = np.log(near2*(phi + 2*tiny) / (near*(phi + tiny))) / np.log(2)
assert abs(power_near - 2.5) < 0.03
step_yields = np.array([yield_from(step_escape, w) for w in photons])
barrier_step = fowler_fit(step_yields)[0]
power_step = exponent(step_yields[1], step_yields[3])

# --- Silicon valleys seen through a (100) face
k_valley = valley_position * 2 * np.pi / lattice
k_metal = np.sqrt(Eb / h2m)
cos_valley = np.sqrt(1 - (k_valley / k_metal)**2)
valley_factor = m_trans + 4 * np.sqrt(m_long * m_trans) / cos_valley


def valley_count(window, batches=8, size=1_000_000):
    hits = 0
    for _ in range(batches):
        excess = window * rng.random(size)
        n = random_directions(size)
        k = np.sqrt((Eb + excess) / h2m)
        kx, ky = np.abs(k * n[:, 0]), np.abs(k * n[:, 1])
        axial = h2m * (kx**2 + ky**2) / m_trans < excess
        side_x = h2m*((kx - k_valley)**2/m_long + ky**2/m_trans) < excess
        side_y = h2m*((ky - k_valley)**2/m_long + kx**2/m_trans) < excess
        hits += np.sum((n[:, 2] > 0) & (axial | side_x | side_y))
    return hits / (batches * size)


small_window, large_window = 0.1, 0.2
fraction_small = valley_count(small_window)
fraction_large = valley_count(large_window)
valley_counted = fraction_small / (small_window / (8 * Eb))
assert abs(valley_counted / valley_factor - 1) < 0.04
power_valley = 1 + np.log(fraction_large / fraction_small) / np.log(2)
assert abs(power_valley - 2) < 0.06


# --- Free-electron densities of initial and final states
def density_yield(w):
    def weight(E):
        return np.sqrt(E * (E - w))
    top = integral(lambda x: cone(x) * weight(Eb + x), 0, w - phi)
    return top / integral(weight, EF, EF + w)


density_ratio = density_yield(w_high) / closed_yield(w_high)


# --- Inelastic loss; mean free path falls as 1/(E - EF)^2
def survival(excess, passes=1):
    path = path_at_barrier * (phi / (phi + excess))**2
    return path / film * (1 - np.exp(-passes * film / path))


depth = (np.arange(2000) + 0.5) * film / 2000
path_test = path_at_barrier * (phi / (phi + 0.2))**2
direct = np.exp(-depth / path_test).mean()
returned = np.exp(-(2 * film - depth) / path_test).mean()
assert abs(direct - survival(0.2)) < 1e-6
assert abs(direct + returned - survival(0.2, 2)) < 1e-6
loss_yields = np.array([yield_from(lambda x: cone(x) * survival(x), w)
                        for w in photons])
mirror_yield = yield_from(lambda x: cone(x) * survival(x, 2), w_high)
barrier_loss = fowler_fit(loss_yields)[0]

# --- Image lowering and tunnelling near the barrier top
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9       # eV nm
lowering = np.sqrt(coulomb * field / kappa)
top = minimize_scalar(lambda z: coulomb / (4 * kappa * z) + field * z,
                      bounds=(0.1, 100), method="bounded")
assert abs(top.fun / lowering - 1) < 1e-5
tunnel_scale = (h2m / m_trans * field**2)**(1 / 3)
tunnel_exponent = 2 * integral(
    lambda z: np.sqrt(max(tunnel_scale - field*z, 0) * m_trans / h2m),
    0, tunnel_scale / field)
assert abs(tunnel_exponent - 4 / 3) < 1e-4

# --- Thermionic dark current, law against momentum-space integral
dark = (sc.e * sc.m_e * (sc.k * temperature)**2
        / (2 * np.pi**2 * sc.hbar**3) * np.exp(-phi / kT)) * 1e-4
kz = np.linspace(np.sqrt(Eb/h2m), np.sqrt((Eb + 30*kT)/h2m), 801)
kp = np.linspace(0, np.sqrt(30 * kT / h2m), 801)
occupied = expit((EF - h2m * (kz[:, None]**2 + kp[None, :]**2)) / kT)
inner = simpson(occupied * 2 * np.pi * kp[None, :], x=kp, axis=1)
flux = simpson(inner * sc.hbar * kz * 1e9 / sc.m_e, x=kz)
dark_counted = sc.e * 2 / (2 * np.pi)**3 * flux * 1e27 * 1e-4
assert abs(dark_counted / dark - 1) < 1e-3

# --- Output
print(f"Band depth EF (rough): {EF:.2f} eV")
print(f"Schottky barrier phi (rough): {phi:.2f} eV")
print(f"Eb = EF + phi: {Eb:.2f} eV")
print(f"Silicon gap (rough): {gap:.2f} eV")
print(f"Temperature: {temperature:.0f} K, kT = {kT:.5f} eV")
print("Yields are per absorbed photon; responsivity per absorbed watt")
for w, y in zip(photons, cone_yields):
    wavelength = sc.h * sc.c / (w * sc.e) * 1e6
    print(f"w={w:.2f} eV ({wavelength:.3f} um): D={w-phi:.2f} eV, "
          f"Y={y:.3e}, square law={square_law(w):.3e}")
    print(f"   sqrt(Y w)={np.sqrt(y*w):.5f} eV^0.5, "
          f"responsivity={1e3*y/w:.4f} mA/W")
angle = np.degrees(np.arccos(np.sqrt(Eb / (EF + w_high))))
print(f"Widest escape angle at w={w_high:.2f} eV: {angle:.2f} degrees")
print(f"Random count, w={w_low:.2f} eV: Y={count_low:.3e}")
print(f"Random count, w={w_high:.2f} eV: Y={count_high:.3e}")
print(f"Counted power of D in Y w, direction rule: {power_direction:.3f}")
print(f"Counted power, no direction rule: {power_free:.3f}")
print(f"Fowler-plot barrier, T=0 count: {barrier_cone:.4f} eV")
print(f"Fowler-plot slope: {slope_cone:.5f} eV^-0.5")
print(f"1/sqrt(8 Eb): {1/np.sqrt(8*Eb):.5f} eV^-0.5")
print(f"Yield at w=phi, {temperature:.0f} K: {hot_yield(phi):.3e}")
for w, y, y0 in zip(photons, hot_yields, cone_yields):
    print(f"Hot/cold yield ratio at w={w:.2f} eV: {y/y0:.4f}")
print(f"Fowler-plot barrier with heat: {barrier_hot:.4f} eV")
print(f"Abrupt step, power at D of 1 to 2 meV: {power_near:.3f}")
print(f"Abrupt step, power at D of 0.2 to 0.4 eV: {power_step:.3f}")
for i in (0, 3):
    print(f"Step/no-reflection yield ratio at w={photons[i]:.2f} eV: "
          f"{step_yields[i]/cone_yields[i]:.3f}")
print(f"Fowler-plot barrier with step: {barrier_step:.4f} eV")
print(f"Valley masses: long {m_long:.2f}, transverse {m_trans:.2f} m_e")
print(f"Valley k: {k_valley:.2f} /nm, metal k at Eb: {k_metal:.2f} /nm")
print(f"Valley prefactor, formula: {valley_factor:.3f}")
print(f"Valley prefactor, counted: {valley_counted:.3f}")
print(f"Valley prefactor, axial valleys only: {m_trans:.2f}")
print(f"Power of D with valleys, counted: {power_valley:.3f}")
print(f"Density-of-states yield ratio at w={w_high:.2f} eV: "
      f"{density_ratio:.4f}")
print(f"Film: {film:.0f} nm; mean free path at barrier (rough): "
      f"{path_at_barrier:.0f} nm")
for i in (0, 3):
    print(f"Inelastic-loss yield ratio at w={photons[i]:.2f} eV: "
          f"{loss_yields[i]/cone_yields[i]:.3f}")
print(f"Loss plus back mirror, ratio at w={w_high:.2f} eV: "
      f"{mirror_yield/cone_yields[3]:.3f}")
print(f"Fowler-plot barrier with loss: {barrier_loss:.4f} eV")
print(f"Field in silicon: {field*1e4:.0f} kV/cm, kappa = {kappa:.1f}")
print(f"Image lowering: {1e3*lowering:.2f} meV, top at {top.x:.2f} nm")
print(f"Tunnelling energy scale: {1e3*tunnel_scale:.2f} meV")
print(f"Thermionic dark current density: {dark:.3e} A/cm2")
print("tests ok")
```

Printed output:

```
Band depth EF (rough): 8.00 eV
Schottky barrier phi (rough): 0.65 eV
Eb = EF + phi: 8.65 eV
Silicon gap (rough): 1.12 eV
Temperature: 300 K, kT = 0.02585 eV
Yields are per absorbed photon; responsivity per absorbed watt
w=0.75 eV (1.653 um): D=0.10 eV, Y=1.916e-04, square law=1.927e-04
   sqrt(Y w)=0.01199 eV^0.5, responsivity=0.2554 mA/W
w=0.85 eV (1.459 um): D=0.20 eV, Y=6.723e-04, square law=6.800e-04
   sqrt(Y w)=0.02390 eV^0.5, responsivity=0.7909 mA/W
w=0.95 eV (1.305 um): D=0.30 eV, Y=1.346e-03, square law=1.369e-03
   sqrt(Y w)=0.03576 eV^0.5, responsivity=1.4166 mA/W
w=1.05 eV (1.181 um): D=0.40 eV, Y=2.153e-03, square law=2.202e-03
   sqrt(Y w)=0.04754 eV^0.5, responsivity=2.0500 mA/W
Widest escape angle at w=1.05 eV: 12.14 degrees
Random count, w=0.85 eV: Y=6.798e-04
Random count, w=1.05 eV: Y=2.148e-03
Counted power of D in Y w, direction rule: 1.965
Counted power, no direction rule: 0.999
Fowler-plot barrier, T=0 count: 0.6486 eV
Fowler-plot slope: 0.11852 eV^-0.5
1/sqrt(8 Eb): 0.12021 eV^-0.5
Yield at w=phi, 300 K: 2.432e-05
Hot/cold yield ratio at w=0.75 eV: 1.2146
Hot/cold yield ratio at w=0.85 eV: 1.0537
Hot/cold yield ratio at w=0.95 eV: 1.0236
Hot/cold yield ratio at w=1.05 eV: 1.0131
Fowler-plot barrier with heat: 0.6366 eV
Abrupt step, power at D of 1 to 2 meV: 2.492
Abrupt step, power at D of 0.2 to 0.4 eV: 2.378
Step/no-reflection yield ratio at w=0.75 eV: 0.201
Step/no-reflection yield ratio at w=1.05 eV: 0.355
Fowler-plot barrier with step: 0.6836 eV
Valley masses: long 0.92, transverse 0.19 m_e
Valley k: 9.84 /nm, metal k at Eb: 15.07 /nm
Valley prefactor, formula: 2.398
Valley prefactor, counted: 2.382
Valley prefactor, axial valleys only: 0.19
Power of D with valleys, counted: 1.995
Density-of-states yield ratio at w=1.05 eV: 1.0491
Film: 10 nm; mean free path at barrier (rough): 50 nm
Inelastic-loss yield ratio at w=0.75 eV: 0.888
Inelastic-loss yield ratio at w=1.05 eV: 0.824
Loss plus back mirror, ratio at w=1.05 eV: 1.380
Fowler-plot barrier with loss: 0.6421 eV
Field in silicon: 10 kV/cm, kappa = 11.7
Image lowering: 11.09 meV, top at 5.55 nm
Tunnelling energy scale: 5.85 meV
Thermionic dark current density: 1.302e-04 A/cm2
tests ok
```
